# A Cahn–Hilliard Step That Keeps Compositions Strictly Between Zero and One

## The decision: how to choose the time step

A simulation of interdiffusion in an alloy with a miscibility gap needs a time step. With a logarithmic entropy, a single composition at or below zero stops the calculation. One could shrink the step until this no longer happens, clip the offending values and damage the solute balance, or replace the logarithm by a polynomial. None of these is needed if entropy and gradient energy are taken at the new time and the mixing energy at the old time. The step then has one solution, strictly inside $(0,1)$, for every step length. The time step can be chosen for accuracy alone, and accuracy turns out to be a real restriction.

## Model and grid

Let $c$ be the atomic fraction of one component of a binary regular solution. The bar has $N\ge 3$ cells of width $h$ and closed ends. The free energy per column, with one atom in each cell, is

$$F=\sum_{i=1}^{N}\{s(c_i)+\Omega c_i(1-c_i)\}+\frac{\kappa}{2h^2}\sum_{k=1}^{N-1}(c_{k+1}-c_k)^2,$$

$$s(c)=kT[c\ln c+(1-c)\ln(1-c)],\qquad \kappa\ge0 .$$

For $\Omega>0$ the mixing energy is concave, because its second derivative is $-2\Omega$. The flux of $c$ is $J=-(D/kT)\,c(1-c)\,\partial_x\mu$, with equal tracer diffusivities $D$. For an ideal solution $\partial_x\mu=kT\,\partial_xc/[c(1-c)]$, so $J=-D\,\partial_xc$, which is Fick's law.

On (100) planes of a bcc crystal this grid is a lattice model. An atom has $z=8$ nearest neighbours, four in each adjacent plane at distance $h=a/2$. If each unlike pair costs $\Omega/z$, the mean-field energy of a site is $(\Omega/2z)\sum_j[c_i(1-c_j)+c_j(1-c_i)]$. The bracket equals

$$c_i(1-c_i)+c_j(1-c_j)+(c_i-c_j)^2 ,$$

since the squares cancel. With mirror planes at the ends, the first two terms sum to $\Omega\sum_i c_i(1-c_i)$. The last term occurs four times from each side of a face, which gives $(\Omega/16)(4+4)=\Omega/2$ per face. Equating this to $\kappa/2h^2$ gives $\kappa=\Omega h^2=\Omega a^2/4$. An explicit sum over the eight neighbours on a random twelve-plane profile confirmed the identity.

## The scheme

Let $q_k$ be the amount that passes face $k$ to the right during a step $\tau$, in units of one full cell. With $q_0=q_N=0$,

$$c_i=c_i^{\rm old}+q_{i-1}-q_i .$$

The sum over $i$ telescopes, so solute is conserved whatever the $q_k$ are. The chemical potential is

$$\mu_i=kT\ln\frac{c_i}{1-c_i}-\kappa(\Delta_hc)_i+\Omega(1-2c_i^{\rm old}),$$

where $\Delta_h$ is the second difference divided by $h^2$, with zero slope at the ends. The mobility factor is taken at the old mean composition of the face, $c_f=(c_k^{\rm old}+c_{k+1}^{\rm old})/2$, as $m_k=c_f(1-c_f)$. It is positive if the old state is interior. Since $q_k=\tau J_k/h$ and $J_k=-(D m_k/kT)(\mu_{k+1}-\mu_k)/h$,

$$a_kq_k+\mu_{k+1}-\mu_k=0,\qquad a_k=\frac{h^2kT}{\tau D m_k}. \tag{1}$$

## Why there is one solution, and why it is interior

Define

$$\Phi(q)=\sum_k\frac{a_k}{2}q_k^2+\sum_i\left[s(c_i)+\Omega(1-2c_i^{\rm old})c_i\right]+\frac{\kappa}{2h^2}\sum_k(c_{k+1}-c_k)^2,$$

with $c$ given by $q$. Raising $q_k$ lowers $c_k$ and raises $c_{k+1}$ by the same amount, so $\partial\Phi/\partial q_k=a_kq_k+\mu_{k+1}-\mu_k$. Equation (1) says that $\Phi$ is stationary.

**Existence and uniqueness.** Consider all $q$ with $0\le c_i\le1$. Each $q_k=\sum_{i\le k}(c_i^{\rm old}-c_i)$ is bounded there, so the set is compact. It is convex and contains $q=0$. The entropy term is continuous up to the ends, where $x\ln x\to0$, so $\Phi$ has a minimum. The first sum is strictly convex, the entropy and gradient terms are convex, and the explicit mixing term is linear. Hence the minimum is unique.

**Interior position.** Suppose the minimizer $q^*$ gave $c_i^*=0$ in some cell. Move towards the old state with $q=(1-\theta)q^*$. Then $c_i=\theta c_i^{\rm old}$ in that cell, and its entropy changes with slope

$$\frac{d s}{d\theta}=kT\,c_i^{\rm old}\ln\frac{\theta c_i^{\rm old}}{1-\theta c_i^{\rm old}}\to-\infty\quad(\theta\to0).$$

A cell at $c_i^*=1$ gives the same by the exchange $c\to1-c$. All other slopes stay finite, so a small $\theta$ lowers $\Phi$, a contradiction. The minimizer is therefore interior and satisfies (1). Conversely, an interior solution of (1) is a stationary point of a strictly convex function, hence that minimizer.

The sign of $\Omega$ played no part. The bounds come from the implicit logarithm and the interior old state.

## How far from the ends

Let $i$ be the cell of largest and $j$ that of smallest new composition. At a maximum $(\Delta_hc)_i\le0$ and at a minimum $(\Delta_hc)_j\ge0$. With $\operatorname{logit}c=\ln[c/(1-c)]$,

$$kT\operatorname{logit}c_i\le\mu_i-\Omega(1-2c_i^{\rm old}),\qquad kT\operatorname{logit}c_j\ge\mu_j-\Omega(1-2c_j^{\rm old}).$$

Subtraction gives $kT(\operatorname{logit}c_i-\operatorname{logit}c_j)\le\mu_i-\mu_j+2\Omega(c_i^{\rm old}-c_j^{\rm old})$. The mean $\bar c$ lies between $c_j$ and $c_i$, so for $\Omega\ge0$ every cell $l$ obeys

$$|\operatorname{logit}c_l-\operatorname{logit}\bar c|\le\frac{2\Omega(\max c^{\rm old}-\min c^{\rm old})+\max\mu-\min\mu}{kT}. \tag{2}$$

By (1), $\max\mu-\min\mu\le\sum_ka_k|q_k|$. Since $q_k$ is the difference of two partial sums, each between $0$ and $N\bar c$, $|q_k|\le N\bar c$. The same argument for $1-c$ gives $|q_k|\le N\min(\bar c,1-\bar c)$. This makes (2) a bound known before the solve. It is useful for long steps, where $a_k\to0$. For short steps it is valid but very weak.

For long steps the logit of every cell thus departs from $\operatorname{logit}\bar c$ by at most about $2\Omega/kT$. Double precision cannot distinguish $1-c$ from zero below about $10^{-16}$, a logit near 37. If $|\operatorname{logit}\bar c|+2\Omega/kT$ is well below this, the long-step solution can be represented. Otherwise the logit itself should be stored.

## Free energy

Write $F=F_c+F_m$, with $F_m$ the mixing part, and $\delta_i=c_i-c_i^{\rm old}$. A convex function lies above its tangent at the new state, and a concave one below its tangent at the old state:

$$F_c^{\rm new}-F_c^{\rm old}\le\nabla F_c^{\rm new}\cdot\delta,\qquad F_m^{\rm new}-F_m^{\rm old}\le\nabla F_m^{\rm old}\cdot\delta .$$

The two gradients add up to $\mu$. Inserting $\delta_i=q_{i-1}-q_i$, collecting the terms of each face and using (1),

$$F^{\rm new}-F^{\rm old}\le\sum_i\mu_i(q_{i-1}-q_i)=\sum_kq_k(\mu_{k+1}-\mu_k)=-\sum_ka_kq_k^2\le0 .$$

This argument uses $\Omega\ge0$. For $\kappa\ge0$ the energy still cannot rise if $-2kT\le\Omega<0$. Since $s''\ge4kT$, the first inequality has a reserve of at least $2kT\sum_i\delta_i^2$, while the second is violated by only $|\Omega|\sum_i\delta_i^2$.

## Newton solver and its cost

With $w_i=kT/[c_i(1-c_i)]$ and $g=\kappa/h^2$, the matrix $H$ of second derivatives of $\Phi$ has the entries

- diagonal: $a_k+w_k+w_{k+1}+6g$, with $5g$ at the first and last face;
- first off-diagonal: $-w_{k+1}-4g$;
- second off-diagonal: $g$.

The numbers $6,-4,1$ are the square of the second-difference matrix $(-1,2,-1)$. $H$ is positive definite because $a_k>0$.

```
input: c_old strictly inside (0,1), tau
a = h^2 kT / (tau D m(c_old));  q = 0;  c = c_old
repeat
    r = a*q + face differences of mu(c, c_old)
    if max|r| <= tol: return c
    solve H dq = -r              (banded Cholesky)
    dc_i = dq_{i-1} - dq_i
    alpha = min(1, 0.9 * largest fraction keeping 0<=c<=1)
    until trial state is inside (0,1) and
          max|r_trial| <= (1 - 0.01 alpha) max|r|:
        alpha = alpha/2          (report failure if tiny)
    q = q + alpha*dq;  c_i = c_old_i + q_{i-1} - q_i
```

In exact arithmetic this iteration converges from every interior start, though it can be slow when the start lies extremely close to 0 or 1. Multiply the residual by $q$ and rearrange the sum as before:

$$\sum_kr_kq_k=\sum_ka_kq_k^2+\sum_i\mu_i(c_i-c_i^{\rm old}).$$

If $c_i\to0$, the logarithm tends to $-\infty$ while $c_i-c_i^{\rm old}$ tends to a negative number, so the product tends to $+\infty$. The same holds at $c_i\to1$, and the other terms are bounded below. Because $q$ is bounded, $|r|$ must diverge at the boundary. States with a residual no larger than the first one therefore form a compact interior set. On it $H$ and its inverse are bounded, and a Newton trial has $r(q+\alpha\,dq)=(1-\alpha)r+O(\alpha^2)$. Backtracking thus accepts an $\alpha$ bounded away from zero, and the residual goes to zero.

One iteration costs $O(N)$ operations and memory. The tolerance must respect rounding: an error $\epsilon$ in $c$ becomes about $kT\epsilon/\text{gap}$ in $\mu$, where the gap is the smallest distance of any $c_i$ from 0 or 1. When $\kappa/h^2$ is a few $kT$, as here, a suitable choice in units of $kT$ is $10^{-11}+32\epsilon(1+\max|q|)/\text{gap}$, with $\epsilon$ the machine precision. On much finer grids the gradient term also amplifies rounding, and a term proportional to $\epsilon\kappa/(h^2kT)$ must be added.

The line search also makes the statement hold for computed numbers, since no state is accepted unless its stored values satisfy $0<c_i<1$. The theory guarantees that this condition does not exclude the solution, within the limits of precision given above.

Random states of 24 cells, with initial logits between $-9$ and $9$, were advanced with $\Omega/kT=0.5$, $2.4$ and $6$, $\kappa=\Omega h^2$, and $D\tau/h^2$ from $10^{-2}$ to $10^{12}$. In all 72 solves the result was interior, obeyed (2) and satisfied the energy inequality within a tolerance of $10^{-7}kT$. At most 8 iterations were needed, and the closest approach to 0 or 1 was $3.2\times10^{-4}$. For each first step, a restart from a permuted state gave the same solution.

## Accuracy: what a long step costs

Let $c=\bar c+\varepsilon v$ with a small wave $v$ that satisfies $\Delta_hv=-\lambda v$, and let $m=\bar c(1-\bar c)$. The potential of the uniform state has no gradient, so changes of mobility enter at second order. To first order the wave in $\mu$ has amplitude $\varepsilon^{\rm new}(kT/m+\kappa\lambda)-2\Omega\varepsilon^{\rm old}$, and

$$\frac{\varepsilon^{\rm new}-\varepsilon^{\rm old}}{\tau}=-\frac{Dm\lambda}{kT}\left[\varepsilon^{\rm new}\left(\frac{kT}{m}+\kappa\lambda\right)-2\Omega\varepsilon^{\rm old}\right].$$

Collecting new and old amplitudes gives the growth factor

$$G=\frac{\varepsilon^{\rm new}}{\varepsilon^{\rm old}}=\frac{1+2\tau Dm\lambda\,\Omega/kT}{1+\tau Dm\lambda(1/m+\kappa\lambda/kT)} .$$

The undivided equation grows at the rate $R=Dm\lambda(2\Omega/kT-1/m-\kappa\lambda/kT)$. For small $\tau$, $G=1+R\tau+O(\tau^2)$. For large $\tau$, $G$ tends to the ceiling $(2\Omega/kT)/(1/m+\kappa\lambda/kT)$. One step then advances a growing wave by a physical time of at most $\ln G_\infty/R$, however large $\tau$ is.

Take the parameters of the example below, $\bar c=1/2$ and a wavelength of 16 planes, 2.32 nm. Then $\lambda h^2=2-2\cos(\pi/8)=0.152$ and $R=0.0283$ per hour. A step of 1 h gives $G=1.0221$, so the wave gains $\ln(1.0221)/0.0283=0.77$ h. A step of 10 h gains 2.5 h, one of 100 h gains 3.2 h, and the ceiling is 3.35 h. The nonlinear step reproduced the formula. With steps of 0.1, 0.05 and 0.025 h over 20 h, the error of a wave of initial amplitude 0.05 fell by factors of 1.97 and 1.98 per halving, which is first-order behaviour.

## Worked example: a bilayer

Two nearly pure films with $c=0.001$ and $0.999$, 35 planes each, are held at 750 K. With $\Omega=2kT_c$ and a mean-field critical temperature $T_c=900$ K,

$$\frac{\Omega}{kT}=\frac{2\times900}{750}=2.4,\qquad \Omega=2.4\times0.0646=0.155\ \text{eV}.$$

For $a=0.29$ nm, $h=0.145$ nm and the stack is 10.15 nm thick. With $D=10^{-19}$ cm²/s $=10^{-5}$ nm²/s, a step of 1 h has $D\tau/h^2=10^{-5}\times3600/0.145^2=1.71$.

An explicit step fails at once. At the interface the mixing and gradient contributions to $\Delta\mu$ cancel, because $\kappa=\Omega h^2$. The logit jump of $2\ln999=13.8$ remains. The face would pass $1.71\times0.25\times13.8=5.9$ planes of solute out of a plane that holds one, and the lowest composition becomes $-4.9$. The split step passes 0.186 planes, or 0.027 nm, and leaves 0.18 and 0.82 beside the interface. It takes 7 Newton iterations. The result is in bounds but not accurate: the undivided equation transfers 0.070 nm in this first hour.

With 1 h steps the solute transferred into the poor film is 0.128 nm after 10 h, 0.342 nm after 100 h and 0.803 nm after 1000 h. The undivided equation gives 0.150, 0.350 and 0.805 nm, so the value at 10 h is 15 % too low and the lag fades later. The early amounts also depend on the face mobility. If $m_k$ is the difference of $c$ across the face divided by that of $\operatorname{logit}c$, which gives Fick's law exactly on the grid for an ideal solution, the undivided equation transfers 0.066 instead of 0.070 nm in the first hour. With the mean of $c(1-c)$ over the two cells as $m_k$, it transfers 0.056 nm. From 10 h on both changes are below 3 %. Meanwhile $F$ falls from $0.052$ to $-0.516$ eV per column, without a rise in any step. The lowest composition is still 0.001 after 10 h and reaches 0.131 after 1000 h. This is below the binodal value 0.171, which solves $\operatorname{logit}c+(\Omega/kT)(1-2c)=0$, so the outer planes have not reached equilibrium.

The planes beside the interface hold 0.426 and 0.574 at 1000 h, far from the binodal values, because the interface is diffuse. In the continuum limit, equilibrium requires $\kappa c''=f'(c)$, where $f=s+\Omega c(1-c)$ and the common potential is zero by symmetry. Multiplying by $c'$ and integrating from the binodal composition $c_b$ gives $\kappa c'^2/2=f(c)-f(c_b)$. At $c=1/2$ the right side is $(-0.0931+0.1172)kT=0.0241\,kT$, so the composition change per plane is $\sqrt{2\times0.0241/2.4}=0.14$. The computed jump is 0.149 at 1000 h and 0.144 once the grid has reached equilibrium.

A separate stiff integration of the undivided equation on the same grid, with the logit as variable, transfers 0.805 nm. The largest composition errors relative to it at 1000 h are 0.0005, 0.0009 and 0.0018 for steps of 1, 2 and 4 h. These are absolute errors in $c$ at one late time. They cannot be compared directly with the 23 % lag of the short wave, which is an error in the time gained per step.

## Two limits

**Very long steps.** As $a_k\to0$, $\mu$ becomes uniform after each step. In the symmetric bilayer it is zero. Apart from the gradient term, an outer plane then has $\operatorname{logit}c=-2.4\times0.998=-2.395$, or $c=0.084$. One step of $10^9$ h gives 0.0835, while (2) guarantees more than 0.0082. Repeated long steps lower the energy towards a stationary state: after 200 of them the outer plane is at the binodal value, 0.1707. This state need not be the lowest one. A rich slab of 30 planes in the middle of the bar still has both interfaces after 200 long steps, and its energy is $0.15\,kT$ per column above that of a bilayer with the same mean composition. Their sequence is not a time history.

**Ideal solution.** For $\Omega=\kappa=0$ the scheme should reproduce Fick diffusion. A cosine of amplitude 0.4 on 40 cells, followed until its amplitude had fallen by $e^{-1/2}$, agreed with the analytic decay within 0.003 in $c$.

## Failure modes

- **All terms implicit.** Uniqueness can be lost. Take two wide cells at $c=1/2$ with no gradient energy. The residual is $aq+2kT\operatorname{logit}(1/2+q)-4\Omega q$, with slope $a+8kT-4\Omega$ at $q=0$. For $\Omega=2.4\,kT$ and $a=10^{-6}kT$ the slope is negative, while the residual tends to $+\infty$ at $q=1/2$. There is a root on each side of $q=0$, and a scan finds three in all. The split scheme has one.
- **Ordering alloys.** For $\Omega<0$ the mixing energy is convex and its explicit treatment can overshoot. At $\Omega=-6kT$, $\kappa=0$ and $\bar c=1/2$, the ceiling is $G=-12/4=-3$. A wave of amplitude 0.01 on 16 planes stayed in bounds in one long step, but its energy rose by $0.051\,kT$ per column. For $\kappa\ge0$ the mixing energy should then be implicit too. In the lattice model above, however, $\kappa=\Omega h^2$ is negative for $\Omega<0$. The gradient energy is then concave. Taking it at the old time, with the mixing energy implicit, keeps the solution unique and the energy from rising for every $\Omega<0$.
- **Pure starting layers.** $c^{\rm old}=0$ is excluded: the proof needs an interior old state, and $m_k$ may vanish. A small impurity level must be given. Because $m_k$ is lagged, steps of a few $h^2/D$ delay the entry of solute into nearly pure material. The explicit mixing term delays the transfer about as much. In the first 1 h step of the bilayer, 0.027 nm is transferred; $m_k$ at the new time would give 0.039 nm, the mixing term at the new time 0.040 nm, and both 0.057 nm, against 0.070 nm for the undivided equation. Early times need short steps.

## Beside a real alloy

The parameters are rough values in the regime of iron–chromium films. One source of error in the equilibrium compositions is the mean-field treatment. The Bethe approximation keeps pair correlations. Describe the two kinds of atom by $\sigma=\pm1$, with pair energy $-K\sigma\sigma'$ in units of $kT$. An unlike pair then costs $2K=\Omega/(zkT)$ more than a like one, so $K=\Omega/(2zkT)$. Let $u$ be the field on a site from all its neighbours but one. Summing over the two states of a neighbour with field $u$ gives $2\cosh(K\sigma+u)$, which is proportional to $e^{w\sigma}$ with $w=\tfrac12\ln[\cosh(K+u)/\cosh(K-u)]=\operatorname{artanh}(\tanh K\tanh u)$. Since $z-1$ neighbours contribute to $u$, $u=(z-1)\operatorname{artanh}(\tanh K\tanh u)$. All $z$ neighbours together give the field $zu/(z-1)$, so the poor phase has $c=\tfrac12[1-\tanh(zu/(z-1))]$ with $u>0$. Expanding for small $u$, a nonzero solution appears at $(z-1)\tanh K=1$. For the same $\Omega$ this approximation lowers the critical temperature from 900 to 782 K and moves the poor phase at 750 K from 0.17 to 0.30. If $\Omega$ is refitted to 900 K, it puts the poor phase at 0.14. Longer-ranged correlations, which it neglects, still matter. In Monte Carlo simulations of the same nearest-neighbour bcc lattice, the original $\Omega$ gives a gap at 701 K but none at 750 K. With $\Omega$ refitted to 900 K, the poor phase is near 0.10.

Tracer diffusivities in the ratio 2:1, with their mean held fixed, change the 1000 h profile by up to 0.10. If all planes are held to a common in-plane lattice, the strain energy per atom is $E\eta^2v(c-\bar c)^2/(1-\nu)$, where $v=a^3/2$ is the atomic volume and $\eta$ the relative difference of the lattice parameters of the pure components. Its $c^2$ term lowers $\Omega$ by $E\eta^2v/(1-\nu)$, which is 0.5 % for a modulus $E=200$ GPa, Poisson ratio $\nu=0.3$ and misfit $\eta=0.006$. An error of 10 K changes $D$ by a factor of 1.7 if the activation energy is 2.6 eV. For square grains of 1000 nm, 4.7 % of the area lies within $2\sqrt{Dt}=12$ nm of a boundary; for grains of 100 nm it is 42 %, and for grains below 24 nm all of it. A description by the bulk diffusivity alone thus becomes gradually worse as the grains get smaller. Magnetism, the asymmetry of the real gap and the sigma phase are left out. So is the dependence of $D$ on composition, although diffusion in chromium is far slower than in iron at this temperature. If $D$ is multiplied by $100^{-c}$, the profile changes by up to 0.17 at 1 h and 0.47 at 1000 h, and the amount transferred in 1000 h falls from 0.80 to 0.54 nm. At 1000 h the change of up to 0.10 in $c$ from unequal diffusivities alone far exceeds the time-step error of 0.0005, so a finer step would not improve the prediction for a real film at that time. In the first hour a single 1 h step errs by up to 0.15 in $c$. This is far more than the change of about 0.01 from constant diffusivities in the ratio 2:1, and comparable to the change from a strongly composition-dependent $D$. Early profiles therefore need shorter steps, and for a real film also a realistic $D(c)$. The main values are in the numerical output.

## Values computed for the example and the checks

```
temperature 750 K, mean-field critical temperature 900 K
kT = 0.06463 eV, Omega = 0.1551 eV, Omega/kT = 2.400
D = 1.0e-19 cm2/s, lattice parameter = 0.290 nm
plane spacing h = 0.1450 nm, kappa = 3.261e-03 eV nm2
planes = 70, total thickness = 10.15 nm, impurity = 1.0e-03
D*dt/h2 for dt = 1 h: 1.7122
binodal c = 0.17072, spinodal c = 0.29588
plane 1 after 200 huge steps: c = 0.17072
first 1 h step: Newton iterations = 7, amount through middle = -0.1857 planes
first 1 h step: c beside interface = 0.1815, 0.8185
explicit 1 h step: min c = -4.918, max c = 5.918
random tests: solves = 72, most Newton iterations = 8
random tests: smallest distance from 0 or 1 = 3.24e-04
one step of 1e9 h: min c = 0.08354, guaranteed > 0.00823
two-cell solutions: split scheme 1, fully implicit 3
Omega = -6 kT: energy change in one step = +5.110e-02 kT per column
test wave: wavelength = 2.32 nm
true growth rate = 0.02832 per h
dt =   0.1 h: growth factor = 1.00275, physical time gained = 0.097 h
dt =   1.0 h: growth factor = 1.02205, physical time gained = 0.770 h
dt =  10.0 h: growth factor = 1.07367, physical time gained = 2.510 h
dt = 100.0 h: growth factor = 1.09618, physical time gained = 3.242 h
ceiling of growth factor = 1.09956, time gained = 3.351 h
smooth wave error ratios on halving dt = 1.965, 1.982
bilayer free energy at start = 0.0523 eV per column
t =    1 h: min c = 0.00100, max c = 0.99900, transferred = 0.0269 nm, F = -0.0056 eV
t =   10 h: min c = 0.00100, max c = 0.99900, transferred = 0.1280 nm, F = -0.1059 eV
t =  100 h: min c = 0.01158, max c = 0.98842, transferred = 0.3418 nm, F = -0.3323 eV
t = 1000 h: min c = 0.13148, max c = 0.86852, transferred = 0.8030 nm, F = -0.5158 eV
bilayer run: smallest distance from 0 or 1 = 1.000e-03
reference integration: transferred = 0.8047 nm
c beside interface at 1000 h = 0.4256, 0.5744
dt = 1 h: largest composition error at 1000 h = 4.76e-04
dt = 2 h: largest composition error at 1000 h = 9.28e-04
dt = 4 h: largest composition error at 1000 h = 1.79e-03
Bethe critical temperature, same Omega = 782.1 K
Bethe binodal c: same Omega 0.3046, Omega refitted to 900 K 0.1402
strain inputs: E = 200 GPa, Poisson = 0.3, misfit = 0.006
coherency strain lowers Omega by 7.83e-04 eV = 0.50 %
tracer diffusivities 2:1, same mean: largest change of c = 0.1006
grain size 1000 nm: area near boundaries = 4.74 %
10 K hotter, activation energy 2.6 eV: D times 1.698
```
